Phase-Free Six-Band Silicon Hole Velocities from Kramers-Doublet Traces

**1. Definitions and conventions**

The basis is the three p-like valence orbitals X, Y, Z at the Brillouin-zone centre Γ, each with spin up and down. Hole energy is counted positive from the valence top. A missing electron at k_e is a hole with k = −k_e and energy −E_v(k_e). In a crystal with inversion symmetry E_v(k) = E_v(−k), so hole energies are eigenvalues of the sign-reversed valence Hamiltonian at k, and the hole velocity is the gradient of hole energy divided by ħ. With c = ħ²/2m₀ = 0.0381 eV nm²,

H(k) = c D(k)⊗1 + (Δ/3)(1 − L·σ)

D_aa = A k_a² + B(k² − k_a²),  D_ab = C k_a k_b for a ≠ b

A = γ₁ + 4γ₂,  B = γ₁ − 2γ₂,  C = 6γ₃.

Here γ₁, γ₂, γ₃ are the Luttinger parameters, Δ is the spin-orbit splitting, σ_a are Pauli matrices, L·σ = Σ_a L_a⊗σ_a and (L_a)_bc = −iε_abc.

Cubic symmetry fixes the form of D at second order in k. The reflections x → −x and y → −y each reverse the sign of D_xy, which can therefore contain only k_x k_y. The diagonal element D_xx is even under every reflection and symmetric in y and z. Spin-orbit coupling is kept only in its k-independent form.

Since σ = 2S, L·σ = J² − L² − S² = j(j+1) − 2 − 3/4 in units of ħ². This is 1 for j = 3/2 and −2 for j = 1/2. At Γ there are thus four states at zero and two at Δ. Away from Γ the levels form three pairs, called heavy (HH), light (LH) and split-off (SO) in order of rising hole energy.

The derivatives needed by the algorithm are

∂D_aa/∂k_i = 2B k_i + 2(A − B) k_i δ_ai

∂D_ab/∂k_i = C(δ_ai k_b + δ_bi k_a), a ≠ b.

The spin-orbit term is constant, so ∂_iH = c(∂_iD)⊗1. Slopes ∂E/∂k are in eV nm; dividing by ħ, 1 eV nm corresponds to 15.193 × 10⁷ cm/s.

**2. Two directions that fix the coefficients**

Along [100], D = k² diag(A, B, B). Quantize angular momentum along x. The states with |m_J| = 3/2 contain only Y and Z, so one doublet has

E = cB k² = c(γ₁ − 2γ₂)k².

For m_J = 1/2 use the states X↑ (m_l = 0) and m_l = 1 with spin down. In this pair L·σ has diagonal elements 0 and −1 and off-diagonal element √2. Its eigenvectors are (√2, 1)/√3 for eigenvalue 1 and (1, −√2)/√3 for eigenvalue −2. Sandwiching diag(A, B) between them gives

(2A + B)/3 = γ₁ + 2γ₂,  (A + 2B)/3 = γ₁,  √2(A − B)/3 = 2√2 γ₂.

The other two doublets are therefore the eigenvalues of a 2×2 matrix with

a = cγ₁k² + 2cγ₂k²,  b = Δ + cγ₁k²,  o = 2√2 cγ₂k²

E± = (a + b)/2 ± √[((a − b)/2)² + o²].

The off-diagonal element o mixes light and split-off holes and makes their bands nonparabolic. At k = (0.9, 0, 0) nm⁻¹ the x-slopes from the trace formula below were tested against the derivatives of these closed forms and agree within a relative tolerance of 10⁻⁵.

Along [111], all diagonal elements of D are γ₁k² and all off-diagonal ones are 2γ₃k². The longitudinal eigenvalue is (γ₁ + 4γ₃)k², and the two transverse ones are (γ₁ − 2γ₃)k². This is the [100] problem with γ₂ replaced by γ₃, so the pure j = 3/2 doublet there has E = c(γ₁ − 2γ₃)k².

**3. Why every level is a doublet**

Let K be complex conjugation and Θ = (1⊗iσ_y)K. The matrix D is real, L_a* = −L_a and σ_yσ_a*σ_y = −σ_a. The two minus signs cancel in L·σ, so ΘH(k)Θ⁻¹ = H(k). Physically, time reversal sends k to −k and inversion brings it back.

Because iσ_y is real, Θ² = (iσ_y)² = −1. An antiunitary operator obeys ⟨Θa|Θb⟩ = ⟨b|a⟩. Put a = u and b = Θu:

⟨Θu|Θ²u⟩ = ⟨Θu|u⟩, while the left side is −⟨Θu|u⟩.

Hence ⟨Θu|u⟩ = 0. The states u and Θu are orthogonal and have the same energy. An eigensolver may return any orthonormal pair in their span, and a different one at the next k.

**4. The trace formula**

Let P project on one doublet of energy E, with a nonzero gap to the others. It can be written as

P = (1/2πi) ∮ dz (z − H)⁻¹,

with a contour enclosing this doublet alone. For a small change of k no eigenvalue touches the contour, so P is smooth in k even though the individual eigenvectors need not be.

The two states in the doublet give 2E = Tr(PH). Differentiation gives

2∂_iE = Tr(P ∂_iH) + Tr(H ∂_iP).

To remove the last term, differentiate P² = P:

(∂_iP)P + P(∂_iP) = ∂_iP.

Multiplication by P on both sides gives 2P(∂_iP)P = P(∂_iP)P, so this block is zero. With Q = 1 − P, multiplication by Q on both sides gives Q(∂_iP)Q = 0 because QP = 0. Since H commutes with P, H = PHP + QHQ, and cyclicity of the trace yields

Tr(H ∂_iP) = Tr[H P(∂_iP)P] + Tr[H Q(∂_iP)Q] = 0.

Therefore

v_i = (1/ħ)∂_iE = (1/2ħ) Tr(P ∂_iH).

If the columns of U are an orthonormal basis of the doublet, P = UU†. Replacing U by UW, with W any 2×2 unitary matrix, leaves P unchanged because WW† = 1. No phase or spin convention enters.

A stronger statement holds when the degeneracy persists around k. Differentiate HP = EP and multiply from the left by P:

P(∂_iH)P + PH(∂_iP) = (∂_iE)P + E P(∂_iP).

Since PH = EP, the second and last terms cancel, leaving

P(∂_iH)P = (∂_iE)P.

The 2×2 velocity block is a multiple of the identity. Any single normalized vector from the doublet then gives the correct velocity. The trace is the robust choice. A nonzero traceless remainder of the block signals broken degeneracy; a zero remainder does not exclude it, so the splitting within the pair must be checked as well.

**5. Pseudocode**

velocity(k):
  build H and G_i = ∂_iH, i = x, y, z
  (ε, U) ← Hermitian eigensolver, ε ascending
  for n = 1, 2, 3:
    U_n ← columns 2n−1 and 2n of U
    E_n ← (ε_2n−1 + ε_2n)/2
    s_n ← ε_2n − ε_2n−1
    for each i:
      M ← U_n† G_i U_n
      g_ni ← Re Tr(M)/2
      r_ni ← norm of M − g_ni·1
  require s_n small compared with gaps between pairs
  return E, g/ħ, s, r

check(k, h):
  for each i:
    E⁺, E⁻ ← pair energies at k + h e_i and k − h e_i
    d_ni ← (E⁺_n − E⁻_n)/(2h)
  compare d with g

The check uses sorted eigenvalues alone. Within the stencil, neighbouring pairs must not change order. To first order in h this requires

h |g_ni − g_mi| < |E_n − E_m|.

One further check costs two additions per direction. The projectors sum to the identity, L·σ has zero trace, and Tr D = (A + 2B)k² = 3γ₁k². Thus

Σ_n g_ni = ½ Tr(∂_iH) = 6cγ₁k_i.

This detects errors in the diagonal derivatives that change their sum. It is blind to a wrong value of γ₂ used in both A and B of the derivative, since γ₂ cancels from A + 2B, and to errors in the C terms, which do not enter the trace of D; the finite differences cover those.

**6. Cost**

One velocity evaluation needs one 6×6 diagonalization with eigenvectors. Forming the three products G_iU takes 3 × 6³ = 648 complex multiplications, and the diagonal contractions take 3 × 36 = 108 more. The off-diagonal elements of M are needed only for the diagnostic r. A central-difference check needs six further eigenvalue calculations per k. The trace route therefore suits production, and differences suit spot checks.

**7. Worked example in silicon**

Take the rough silicon values γ₁ = 4.3, γ₂ = 0.34, γ₃ = 1.45 and Δ = 44 meV. Then A = 5.66, B = 3.62 and C = 8.70. Choose k = (0.6, 0.3, 0.2) nm⁻¹, of length 0.70 nm⁻¹. The energies are

HH: 29.9 meV,  LH: 71.0 meV,  SO: 183.9 meV.

At 300 K, k_BT = 25.9 meV, so the heavy-hole state is thermally relevant. The half traces for this doublet are (0.101300, −0.039643, 0.010648) eV nm. The x component of velocity is 0.101300 × 15.193 = 1.539 in units of 10⁷ cm/s. In the same units

v_HH = (1.539, −0.602, 0.162), speed 1.66

v_LH = (2.464, 0.840, −0.487), speed 2.65

v_SO = (4.957, 4.242, 3.312), speed 7.32.

Central differences with step 10⁻⁴ nm⁻¹ reproduce all nine components to the five decimals printed in the numerical output. The sum rule can be followed by hand. For x, the three slopes give 0.101300 + 0.162181 + 0.326305 = 0.589786 eV nm, and 6cγ₁k_x = 6 × 0.0381 × 4.3 × 0.6 = 0.58979 eV nm.

The velocities make angles of 48°, 28° and 17° with k, in the order HH, LH, SO. The negative y component for HH means that its energy falls when k_y grows. The limit Δ = 0 shows how this can happen. Along [110] the in-plane block of D has diagonal elements (A + B)k²/2 and off-diagonal elements Ck²/2, so one eigenvalue is (A + B − C)k²/2 = 0.29k². Hold k_x fixed and raise k_y from 0 to k_x. The lowest energy goes from 3.62ck_x² to at most 0.29c(2k_x²) = 0.58ck_x². That the same soft direction governs the sign at Δ = 44 meV is a plausible reading, not a separate result.

**8. Truncation, roundoff and the choice of step**

Taylor expansion at k ± h gives

[E(k+h) − E(k−h)]/(2h) = E′ + h²E‴/6 + O(h⁴).

An energy error η adds a slope error of order η/h. The largest slope errors over all doublets and directions at the example k were:

h = 10⁻² nm⁻¹: 6.5 × 10⁻⁵ eV nm
h = 10⁻³ nm⁻¹: 6.5 × 10⁻⁷ eV nm
h = 10⁻⁵ nm⁻¹: 6.6 × 10⁻¹¹ eV nm
h = 10⁻⁸ nm⁻¹: 5.1 × 10⁻⁹ eV nm

The first three follow h²; the last has risen again through roundoff. The first line gives |E‴|/6 ≈ 0.65 eV nm³, hence |E‴| ≈ 3.9 eV nm³. The last gives η ≈ 5 × 10⁻¹⁷ eV. Minimizing h²|E‴|/6 + η/h requires h|E‴|/3 = η/h², so

h_opt = (3η/|E‴|)^(1/3) ≈ 3 × 10⁻⁶ nm⁻¹.

This is an order of magnitude, since η comes from one roundoff event. A step of 10⁻⁴ or 10⁻⁵ nm⁻¹ is adequate here.

If d(h) = E′ + αh² + O(h⁴), then 4d(h) − d(2h) = 3E′ + O(h⁴). Dividing by three removes the leading error. With this stencil and h = 10⁻³|k|, 200 random wave vectors with 0.1 ≤ |k| ≤ 2 nm⁻¹ gave a largest slope discrepancy of 4.0 × 10⁻⁹ eV nm. Their largest pair splitting was 1.3 × 10⁻¹⁵ eV.

**9. Why raw eigenvectors should not be differenced**

Let P_n and P_m project on different doublets. Multiply the derivative of HP_n = E_nP_n from the left by P_m:

P_m(∂_iH)P_n + E_mP_m(∂_iP_n) = E_nP_m(∂_iP_n).

Thus P_m(∂_iP_n) = P_m(∂_iH)P_n/(E_n − E_m). Since ∂_iP_n has no blocks wholly inside or wholly outside its doublet, adding the Hermitian conjugate gives all of it:

∂_iP_n = Σ_m≠n [P_m(∂_iH)P_n + P_n(∂_iH)P_m]/(E_n − E_m).

This derivative is finite while the gaps are finite. By contrast, independent rotations of the frame at k + h and k − h leave a difference U⁺ − U⁻ of order one, and division by 2h makes it diverge.

With random rotations, the norm of the HH frame quotient along x was 996 nm at h = 10⁻³ nm⁻¹ and 3608 nm at h = 10⁻⁴ nm⁻¹. The growth is not exactly tenfold because the relative rotation of the two frames, set by both the eigensolver and the random draws, differs between the two steps. The projector quotient was 1.2326 nm at both steps.

The same formula gives the numerical sensitivity of the trace. An eigensolver with matrix error δH tilts the computed doublet by about ‖δH‖/gap, so the slope error is of order ‖∂_iH‖‖δH‖/gap. Small gaps between pairs degrade individual velocities; the small splitting inside a pair does not.

**10. Failure modes**

**Near Γ.** For ck² much smaller than Δ, first-order degenerate perturbation theory gives E_n = ck²f_n(k̂) for HH and LH, where k̂ is the direction of k. Section 2 gives f = γ₁ − 2γ₂ = 3.62 along [100] and f = γ₁ − 2γ₃ = 1.40 along [111] for HH. A twice-differentiable energy with cubic symmetry would have an isotropic second-derivative matrix at Γ, hence the same f in both directions. The HH band is therefore not twice differentiable there.

For such a band E′ scales as k and E‴ as 1/k at fixed direction, so the relative truncation error scales as (h/k)². With h fixed at 0.002 nm⁻¹, the larger relative error of HH and LH is 1.5 × 10⁻⁵ at the example k and 7.4% at k/100. The ratio is about 4800 rather than 10⁴, mainly because the example k lies outside the small-k regime in which the scaling holds. The step must shrink with |k|. The trace has no step and hence no truncation error. It is limited only by the roundoff estimate of section 9: the HH–LH gap closes as k², so separate HH and LH velocities are lost when ck² falls to the rounding error of Δ, at |k| of order 10⁻⁸ nm⁻¹ in double precision. At Γ itself ∂_iH = 0 and all velocities vanish.

**Meeting doublets.** If two pairs meet, their separate projectors need not be smooth. The derivation still holds for the projector on all four states: one quarter of its trace with ∂_iH is the gradient of their mean energy. Separate velocities can then depend on the direction of approach, in which case they need a physical choice of branch.

**Broken inversion.** Add βk·σ to H. It is even under time reversal, since k and σ both change sign, but odd under inversion. It is also odd under mirror reflections, so it serves here as a test term and not as a model of zincblende crystals, whose mirror planes forbid it. The levels of a pair now split. If the pair stays separated from the others, the derivation with 2E replaced by the sum of its two energies still holds, and the half trace gives the gradient of the mean energy. In general it is not the velocity of either split level.

For β = 0.005 eV nm, a round value chosen for illustration, the splittings at the example k are 6.5 to 6.9 meV. The eigenvalues of the velocity block, in slope units, differ by up to 0.0166 eV nm; with inversion the difference is 2.8 × 10⁻¹⁶ eV nm. This spread measures how far the block is from a multiple of the identity. It is not the velocity difference of the split levels, which comes from the diagonal elements in the basis of those levels alone. The half traces still match differences of the mean energies to 6.5 × 10⁻⁹ eV nm. A large r is thus a signal to treat the levels singly.

**11. A thermal check over all wave vectors**

For nondegenerate holes the weight is w = exp(−E/k_BT). Since w∇E = −k_BT∇w, integration by parts gives

∫d³k w k·∇E = −k_BT ∫d³k k·∇w = 3k_BT ∫d³k w.

The surface term vanishes because E grows with k in this model. Hence ⟨ħk·v⟩ = 3k_BT, whatever the warping. A sum over all three doublets on a Cartesian grid of spacing 0.2 nm⁻¹, with each component up to 8 nm⁻¹, gives a ratio of 1.000000 to this value at 300 K.

The rms speed is 1.98 × 10⁷ cm/s. For a constant relaxation time τ, the Boltzmann conductivity is ne²τ⟨v_x²⟩/k_BT, where n is the hole density. Equating it to ne²τ/m_c gives m_c = 3k_BT/⟨v²⟩ = 0.35m₀.

**12. How far the numbers apply to real silicon**

The parameters are typical of bulk silicon, but agreement between traces and differences tests only the derivative of the model. Its physical errors are far larger. To size the remote bands, nine orbitals times spin were diagonalized explicitly: the valence set plus levels Γ₁₅, Γ₂′ and Γ₁₂′ at rough energies E₁₅ = 3.4, E₂ = 4.2 and E₁₂ = 8.5 eV. Their couplings Q, P₂ and R satisfy the second-order relations

A = P₂²/(cE₂) + R²/(cE₁₂) − 1
B = Q²/(cE₁₅) − 1
C = P₂²/(cE₂) + Q²/(cE₁₅) − R²/(2cE₁₂),

where −1 is the sign-reversed free-electron term. This changes the velocity vectors by 2.8% (HH), 5.6% (LH) and 10% (SO), relative to the six-band vectors. The three remote levels are all odd under inversion, so momentum does not couple them to one another. The larger model still omits conduction-band spin-orbit splitting and the coupling of these levels to further, even levels. The second omission matters for the heavy hole. With all bands of an empirical local pseudopotential kept, the changes relative to the six-band model with that potential's own Luttinger parameters are about 1% (HH), 4.5% (LH) and 9.5% (SO). The nine-orbital figures are thus rough sizes, and the HH figure is too high.

Warming lowers the remote gaps. A rough 0.1 eV reduction at fixed couplings moves the velocities of the larger model by 3.3%, 3.7% and 2.7%, relative to that model's vectors before the reduction. Raising γ₃ by 5% in the six-band model, with all else fixed, moves its velocities by 9.6%, 4.1% and 3.1%, relative to the original six-band vectors. If γ₃ is uncertain by that much, it matters more for the heavy-hole velocity at this k than either change to the remote bands.

Scattering also blurs the bands. A rough mobility μ = 450 cm²/Vs gives τ = μm_c/e ≈ 90 fs and ħ/τ ≈ 7 meV, against an HH–LH gap of 41 meV at the example k. Separate velocities remain meaningful there, but not where the gap falls below the broadening. In the six-band model this region reaches |k| ≈ 0.2 nm⁻¹ along [110] and [111] and 0.4 nm⁻¹ along [100], where the HH energy is already 22 meV; it holds about 2% of the thermal holes. At the other end, 7.9% of the thermal holes in the six-band model have |k| > 2 nm⁻¹, where the quadratic expansion is less secure. At 3 nm⁻¹ along [110], for example, the HH energy is 114 meV in the six-band model and 92 meV in the larger one. Levels missing from both also act beyond second order in k and can reverse this shift. With all bands of an empirical local pseudopotential kept, the HH energy at this point lies about 19 meV above the six-band value for the same Luttinger parameters, while the nine-orbital model puts it about 24 meV below. The downward shift should therefore not be read as a property of real silicon. The thermal averages of section 11 therefore belong to the six-band model and are only rough estimates for silicon. In a transistor channel, confinement and gate fields change the bands further; bulk velocities are then an input to a subband calculation, not its result.

Computed values

```
Luttinger parameters (rough Si): 4.3 0.34 1.45
spin-orbit splitting: 44.0 meV
hbar^2/(2 m0): 0.038100 eV nm^2
orbital coefficients A, B, C: 5.66 3.62 8.70
temperature, kT: 300 K, 25.85 meV
k: 0.6 0.3 0.2 1/nm; |k| = 0.7000 1/nm
HH energy: 29.902 meV
HH half traces of dH/dk: 0.101300 -0.039643 0.010648 eV nm
HH trace velocity: 1.53902 -0.60228 0.16177 10^7 cm/s
HH difference velocity: 1.53902 -0.60228 0.16177 10^7 cm/s
HH speed: 1.6606 10^7 cm/s; angle to k: 48.18 deg
LH energy: 70.991 meV
LH half traces of dH/dk: 0.162181 0.055304 -0.032081 eV nm
LH trace velocity: 2.46396 0.84022 -0.48739 10^7 cm/s
LH difference velocity: 2.46396 0.84022 -0.48739 10^7 cm/s
LH speed: 2.6485 10^7 cm/s; angle to k: 28.26 deg
SO energy: 183.936 meV
SO half traces of dH/dk: 0.326305 0.279231 0.218028 eV nm
SO trace velocity: 4.95744 4.24227 3.31243 10^7 cm/s
SO difference velocity: 4.95744 4.24227 3.31243 10^7 cm/s
SO speed: 7.3175 10^7 cm/s; angle to k: 16.57 deg
largest pair splitting, 200 k points: 1.3e-15 eV
largest slope error, 200 k points: 4.0e-09 eV nm
step 1e-01 1/nm: largest slope error 6.35e-03 eV nm
step 1e-02 1/nm: largest slope error 6.49e-05 eV nm
step 1e-03 1/nm: largest slope error 6.49e-07 eV nm
step 1e-05 1/nm: largest slope error 6.60e-11 eV nm
step 1e-08 1/nm: largest slope error 5.05e-09 eV nm
relative error, step 0.002 1/nm, at k: 1.52e-05
relative error, same step, at k/100: 7.36e-02
HH frame quotients, steps 1e-3, 1e-4: 996.4 3607.6 nm
HH projector quotients, same steps: 1.23256 1.23256 nm
velocity block spread with inversion: 2.8e-16 eV nm
inversion-breaking coefficient: 0.005 eV nm
broken-inversion pair splittings: 6.873 6.547 6.568 meV
broken-inversion block spread: 0.01662 eV nm
broken-inversion mean-slope error: 6.5e-09 eV nm
remote levels (rough): 3.4 4.2 8.5 eV
18-band velocity change HH LH SO: 2.77 5.56 9.98 %
remote gaps lowered by 0.1 eV: 3.27 3.67 2.69 %
gamma3 raised by 5 %: 9.60 4.11 3.10 %
thermal <hbar k.v>/(3 kT): 1.000000
thermal rms speed: 1.975 10^7 cm/s
conductivity mass: 0.350 m0
thermal fraction with |k| > 2 1/nm: 7.9 %
rough mobility: 450 cm2/Vs; time: 90 fs
collision broadening hbar/tau: 7.35 meV
gaps LH-HH, SO-LH at k: 41.09 112.95 meV
```
